# Phase-counted energy brackets for Rydberg levels in radial atomic solvers

## Nine energies, twenty levels, two sign changes

Take hydrogen with $l=3$ and scan nine equally spaced energies between those of effective quantum numbers 40.5 and 60.5. Twenty bound levels, $n=41$ to $60$, lie in this window. A search that looks for sign changes of the matching condition sees two of them. The phase count described here gives the full number, twenty, from the two end energies alone.

The setting concerned is the way a radial atomic solver searches for an energy: by a scan with a given step, or by counting nodes through a phase. Related choices are the matching radius, the outer radius, the phase scale and the tolerance. This guide derives what each one does.

The model is one nonrelativistic electron and a fixed point nucleus of charge $Z$. Hartree atomic units are used. Bound energies are written $E=-Z^2/(2\nu^2)$, with $\nu>0$ real; levels will turn out to lie at integer $\nu=n$. The radial function $u(r)$, $r$ times the radial part of the orbital, obeys
$$\frac{d^2u}{dr^2}=-q\,u,\qquad q=2E+\frac{2Z}{r}-\frac{l(l+1)}{r^2}.$$

## First scaling: the coordinate

For small $l$ the local wavenumber in $r$ falls as $\sqrt{2Z/r}$ well inside the outer turning point $r\approx2\nu^2/Z$, and faster as that point is approached, so oscillations are crowded near the nucleus and stretched far out. Put $r=x^2$ and $u=\sqrt{2x}\,w$. Since $d/dr=(2x)^{-1}d/dx$,
$$\frac{du}{dr}=\frac{\sqrt2}{2}\left(x^{-1/2}w'+\tfrac12x^{-3/2}w\right),$$
where a prime means $d/dx$. On differentiating again the two terms in $w'$ cancel:
$$\frac{d^2u}{dr^2}=\frac{\sqrt2}{4}\left(x^{-3/2}w''-\tfrac34x^{-7/2}w\right).$$
Setting this equal to $-q\sqrt2\,x^{1/2}w$ and multiplying by $4x^{3/2}/\sqrt2$ gives $w''-\frac{3}{4x^2}w=-4x^2q\,w$, or
$$w''+Qw=0,\qquad Q=8Z+8Ex^2-\frac{b}{x^2},$$
with $b=4l(l+1)+\frac34=(2l+1)^2-\frac14$. The Coulomb term has become the constant $8Z$. Between the centrifugal region and the outer turning point the wavenumber $\sqrt Q$ now varies slowly.

## Second scaling: the phase

Choose a positive function $S(x)$ and write
$$w=A S^{-1/2}\sin\theta,\qquad w'=A S^{1/2}\cos\theta,\qquad \tan\theta=\frac{Sw}{w'}.$$
Differentiate the tangent and use $w''=-Qw$:
$$\frac{\theta'}{\cos^2\theta}=\frac{S'w}{w'}+S+\frac{SQw^2}{w'^2}
=\frac{S'}{S}\tan\theta+S+\frac{Q}{S}\tan^2\theta.$$
Multiplication by $\cos^2\theta$ gives the equation to integrate:
$$\theta'=S\cos^2\theta+\frac QS\sin^2\theta+\frac{S'}{S}\sin\theta\cos\theta.$$
At a zero of $w$, $\theta$ is a multiple of $\pi$ and $\theta'=S>0$. The phase therefore crosses each multiple of $\pi$ upward as $x$ grows and cannot cross it back. It is a node counter for any positive $S$.

## Why the phase is monotone in energy

Let $w$ be the solution regular at the nucleus, and define $W=w'\,\partial_Ew-w\,\partial_Ew'$. From $\partial_Ew''=-Q\,\partial_Ew-(\partial_EQ)w$,
$$W'=w''\partial_Ew-w\,\partial_Ew''=(\partial_EQ)\,w^2=8x^2w^2.$$
A normalization that depends on $E$ adds a multiple of $w'w-ww'=0$, so it has no effect. Near the nucleus $w\propto x^{2l+3/2}$ at every energy, hence $W(0)=0$.

Now hold both the matching point $x_m$ and the scale $S_m$ there fixed as $E$ varies. Differentiating $\tan\theta=S_mw/w'$ gives $\partial_E\theta=S_mW/(w'^2+S_m^2w^2)$, so
$$\frac{\partial\theta_L}{\partial E}=\frac{S_m\int_0^{x_m}8x^2w^2\,dx}{w'^2+S_m^2w^2}>0,$$
with the denominator taken at $x_m$. For the solution that decays at infinity, $W(\infty)=0$, so $W(x_m)=-\int_{x_m}^\infty8x^2w^2dx$ and $\partial_E\theta_R<0$. The mismatch
$$D(E)=\frac{\theta_L-\theta_R}{\pi}$$
thus increases strictly.

The condition on $S_m$ matters. If the scale at $x_m$ changed with energy, $\partial_E\theta$ would gain the term $(\partial_ES_m/S_m)\sin\theta\cos\theta$, which has either sign. Elsewhere $S$ may depend on energy freely, provided the phase is converted to $S_m$ before it is used.

## From phase to level number

Start $\theta_L$ in $(0,\pi/2)$, where $w$ and $w'$ are positive, and $\theta_R$ in $(\pi/2,\pi)$, where $w>0$ and $w'<0$. If the left solution has $m_L$ nodes inside $x_m$ and the right one $m_R$ nodes outside, then $\theta_L=m_L\pi+\alpha$ and $\theta_R=-m_R\pi+\beta$, with $\alpha,\beta$ between $0$ and $\pi$. The solutions join smoothly when $w'/w$ agrees, that is when $\alpha=\beta$. Then $D=m_L+m_R$, the total number of nodes. A node at $x_m$ itself is covered by continuity.

For sufficiently negative $E$, $Q<0$ everywhere. The left solution then has $w''>0$ and keeps rising, while the right one keeps falling outward. Neither phase leaves its starting quadrant, so $-1<D<0$. As $E$ rises, $D$ passes $0,1,2,\ldots$ in order, once each, and every passage is a level. The number of levels strictly below $E$ is
$$N(E)=\max(0,\lceil D(E)\rceil).$$

For the Coulomb potential the energies follow from a series. Put $u=r^{l+1}e^{-Zr/\nu}\sum_ja_jr^j$; the radial equation gives
$$j(j+2l+1)\,a_j=2Z\left(\frac{j+l}{\nu}-1\right)a_{j-1}.$$
Without termination, $a_j/a_{j-1}\to2Z/(\nu j)$, the ratio of $e^{2Zr/\nu}$, and $u$ grows. A level needs $\nu=j+l$ for some $j\ge1$, so $\nu=n=l+1,l+2,\ldots$ Counting them in order gives
$$D(E_n)=n-l-1.$$

The failure of the scan is now plain. The matching function whose sign the scan follows is the Wronskian of the two solutions, $w_Lw_R'-w_L'w_R=-A_LA_R\sin(\theta_R-\theta_L)=A_LA_R\sin\pi D$. Its sign tells only whether the number of levels passed is even or odd. Converting the nine energies to $\nu$ shows that the eight intervals hold 1, 2, 2, 2, 3, 2, 4 and 4 levels. Two of these numbers are odd, and two sign changes are seen. The phase keeps the integer that the sine discards.

## Which scale to choose

Any positive $S$ counts correctly, but the cost differs. Where $Q$ varies slowly, the leading semiclassical solution is $w\approx Q^{-1/4}\sin\varphi$ with $\varphi'=\sqrt Q$.

**A constant scale.** To leading order $\tan\theta=\rho\tan\varphi$, with $\rho=S/\sqrt Q$. The tangent subtraction formula gives
$$\tan(\theta-\varphi)=\frac{(\rho-1)\sin\varphi\cos\varphi}{\cos^2\varphi+\rho\sin^2\varphi}=\frac{g\sin2\varphi}{1-g\cos2\varphi},\qquad g=\frac{\rho-1}{\rho+1}.$$
This is the tangent of the argument of $1-ge^{-2i\varphi}$, a point on a circle of radius $|g|$ about 1. Its largest argument is $\arcsin|g|$, the amplitude of the ripple of $\theta$ about the smooth phase.

Take $S=\sqrt{8Z}$ and write $x=\xi x_t$, where $x_t=\sqrt{Z/|E|}=\nu\sqrt{2/Z}$ is the outer turning point without the centrifugal term. Then $Q=8Z(1-\xi^2)$. At $\xi=0.8$, $\sqrt Q/S=0.6$, so $g=0.4/1.6=0.25$ and the amplitude is about 0.25 rad for every large $n$. The computed ripples are 0.237 rad at $\nu=30.3$ and 0.247 rad at $\nu=60.3$: a higher level brings no relief.

**A local scale.** With $S=\sqrt Q$ the first two terms of the phase equation add to $S$:
$$\theta'=S+\frac{S'}{2S}\sin2\theta.$$
The order-one modulation is gone. What remains has relative size $|\eta|$, where $\eta=S'/(2S^2)=Q'/(4Q^{3/2})$. Using $Q'=16Ex=-8\sqrt2\,Z^{3/2}\xi/\nu$ and $(8Z)^{3/2}=16\sqrt2\,Z^{3/2}$,
$$|\eta|=\frac{\xi}{8\nu(1-\xi^2)^{3/2}}.$$
The ripple falls as $1/\nu$ at fixed $\xi$, but does not vanish. To find its amplitude, differentiate the semiclassical $w$: $w'/w=\sqrt Q\cot\varphi-Q'/(4Q)$, so $\cot\theta=\cot\varphi-\eta$ and, to first order, $\theta=\varphi+\eta\sin^2\varphi$. Half the range is $|\eta|/2$. At $\xi=0.8$ and $\nu=60.3$ this is $0.8/(16\times60.3\times0.216)=0.0038$ rad. The computed ripple is also 0.0038 rad, against 0.0071 rad at $\nu=30.3$. The agreement in the second digit should not be pressed, because the smoothing described next adds a ripple of its own, about half as large.

**Turning points.** There $\sqrt Q$ vanishes and $S'/S$ diverges, so $S=\sqrt Q$ cannot be used. Near the outer one $Q$ is linear with slope $|Q'|=16|E|x_t=16\sqrt{Z|E|}$. The length that makes $w''+Qw=0$ free of parameters is the Airy length $|Q'|^{-1/3}$, and the corresponding size of $Q$ is $c=|Q'|^{2/3}$. A smooth positive choice is
$$S=(Q^2+c^2)^{1/4},\qquad c=(16\sqrt{Z|E|})^{2/3}.$$
It tends to $\sqrt{|Q|}$ on both sides. In the allowed region its relative excess over $\sqrt Q$ is about $c^2/(4Q^2)$, which falls as $\nu^{-4/3}$, faster than $\eta$.

The effect on cost was measured for $\nu=60.3$, $l=3$, from $r=16$ to $4654$ bohr at the same nominal tolerance. The local scale in $x$ needed 1322 evaluations of the phase equation, the constant scale in $x$ 3362, and $S=1$ bohr$^{-1}$ in the original coordinate $r$ 18014. All three counted 50 nodes between the nucleus and the end point, one of which lies inside the starting radius of 16 bohr. In the last case $\sqrt q$ is far below $S$ over most of the stretch, so $|g|$ rises from 0.56 at 16 bohr to above 0.9 beyond 1000 bohr, and $\theta$ climbs as a staircase whose steep steps force small integration steps. The savings refer to this stretch, integrator and tolerance.

## Where to match, and with what scale

The effective potential $l(l+1)/(2r^2)-Z/r$ has its minimum at $l(l+1)/Z$. A nearby choice that also serves $l=0$ is
$$r_m=\frac{(l+1)^2}{Z},\qquad S_m=\sqrt{Q(x_m;E=0)}.$$
Inserting $x_m^2=(l+1)^2/Z$ gives $S_m^2=Z\,[4+4/(l+1)-\frac34/(l+1)^2]$, which is positive and independent of energy, as the monotonicity proof requires. For the lowest level, $n=l+1$, the term $8Ex_m^2=-4Z$ leaves $Q=Z\,[4/n-\frac34/n^2]>0$, so $x_m$ is in the allowed region for every level.

A phase computed with local $S$ is converted by the subtraction formula above, now with $\rho=S_m/S$. The shift is smaller than $\pi/2$ and vanishes at multiples of $\pi/2$, so the count is unchanged.

With this choice $D$ is nearly a straight line in $\nu$ for high levels of low $l$. Up to constants and ripple, $\pi D$ is the semiclassical integral $I=\int\sqrt Q\,dx$ between the turning points. Write $8E=-\Omega^2$, so $\Omega=2Z/\nu$, and put $s=x^2$. The integrand vanishes at the end points, so their motion does not contribute:
$$\frac{dI}{d\Omega}=-\Omega\int\frac{x^2dx}{\sqrt Q}=-\frac{\Omega}{2}\int\frac{s\,ds}{\sqrt{8Zs-\Omega^2s^2-b}}.$$
The square root is $\Omega\sqrt{(s_+-s)(s-s_-)}$. Its inverse integrates to $\pi/\Omega$, and by symmetry the mean of $s$ with this weight is the midpoint $4Z/\Omega^2$. Hence $dI/d\Omega=-2\pi Z/\Omega^2$. Since $d\Omega/d\nu=-2Z/\nu^2=-\Omega^2/(2Z)$, $dI/d\nu=\pi$. The slope of $D$ is therefore 1, and its known values at the levels fix the constant: $D\approx\nu-l-1$.

For $l=3$ and $\nu$ from 40 to 43 the largest departure found on a grid of step 0.1 in $\nu$ is 0.010. For high levels $S_m\approx\sqrt{Q(x_m)}$, so each phase is $\varphi+\eta\sin^2\varphi$ and $D$ carries the ripple $\eta(\sin^2\varphi_L-\sin^2\varphi_R)/\pi$, which vanishes at the levels and is at most $|\eta|/\pi$ in size. At $x_m=4$, with $Q=4.95$ and $Q'\approx2b/x_m^3=1.52$, this first-order bound is 0.011. Multiplying $S_m$ by ten raises the largest departure on the same grid to 0.57; between grid points it is slightly larger. Then $g\approx9/11$, each phase can be displaced by $\arcsin(9/11)=0.96$ rad, and the two together by up to $1.92/\pi=0.61$. The curve still rises and the roots have not moved, but a secant step now works on a staircase.

## Starting values and outer radius

At the nucleus $u\propto r^{l+1}[1-Zr/(l+1)]$ to first order. Dividing by $\sqrt{2x}$ and taking the logarithmic derivative gives
$$\frac{w'}{w}\approx\frac{2l+3/2}{x}-\frac{2Zx}{l+1}.$$
Far outside, with $\kappa=\sqrt{-Q}$, the decaying semiclassical form $\kappa^{-1/2}\exp(-\int\kappa\,dx)$ gives $w'/w\approx-\kappa-\kappa'/(2\kappa)$.

These approximations suffice because of the direction of integration. In a forbidden region with $S\approx\kappa$, $\theta'\approx\kappa\cos2\theta$. A small displacement from $\pi/4$ shrinks outward as $\exp(-2\int\kappa\,dx)$, and one from $3\pi/4$ shrinks inward by the same law. Each solution must therefore be integrated in the direction in which it grows.

Starting eight Airy lengths beyond $x_t$ makes $\int\kappa\,dx\approx\frac23\,8^{3/2}=15$ in the linear approximation. The true $|Q|$ is larger than this approximation there, so a starting error is reduced by about $e^{-30}$ or more. The outer radius must grow roughly as $2n^2/Z$ plus this margin. A fixed radial grid that ends earlier solves a different problem, an atom in a box, whose high levels are displaced.

## The search at work: $n=60$, $l=3$

Here $Z=1$ and the target is $D=60-3-1=56$. The matching radius is 16 bohr, and $S_m=\sqrt{8-48.75/16}=2.2256$ bohr$^{-1/2}$. The search begins at $\nu=l+\frac12$, below the first level, and doubles $\nu$ until $D$ exceeds the target:

| $\nu$ | $D$ | computed $\lceil D\rceil$, at least 0 |
|---:|---:|---:|
| 3.5 | −0.21357 | 0 |
| 7 | 3.00000 | 4 |
| 14 | 10.00000 | 11 |
| 28 | 24.00000 | 25 |
| 56 | 52.00000 | 53 |
| 112 | 108.00000 | 108 |

The last two rows bracket the level, since $52<56<108$. Many other levels lie in the same bracket, but $D-56$ has one root there. Five evaluations of $D$ locate it at $\nu=60.000000000$. So low a count is an accident of this bracket: both ends are levels, where $D=\nu-4$ exactly, so the first secant step already lands on $\nu=60$. The phases at the matching point are $3.314921$ and $-172.614267$ rad; their difference, 175.929188 rad, is $56\pi$. The energy is $-1.388889\times10^{-4}$ hartree, or $-3.779$ meV. The numerical error relative to $-1/(2n^2)$ is about $10^{-12}$, which measures the solver and not the physics: the motion of the proton alone changes the energy by roughly one part in 1800.

The third column needs care. Strictly below $\nu=7$ there are three levels with $l=3$, yet the computed count is 4. Doubling 3.5 gives integers, so these trial energies are themselves levels. There $D$ is an integer up to numerical error, and an excess too small to print lifts the ceiling by one. At $\nu=112$ the count happens to fall on the correct side. The bracket is safe because it compares $D$ with the target and does not use the rounded count. At noninteger $\nu$ the count was tested against the eigenvalues of a finite-difference matrix for $l=3$, at five energies up to $\nu=40.5$, and agreed each time.

## Guidance

**Search mode.** Prefer the phase or node count to an energy step. If a scan is all that is offered, its step must stay below the level spacing, about $Z^2/n^3$ at the top of the window. To check that a list of distinct levels is complete, evaluate $N(E)$ at both ends of the window and compare the difference with the length of the list.

**Trial energies.** Do not count at an energy that may be a level. Treat $D$ within its numerical error of an integer as undecided and move the energy. For hydrogenic levels, starting the doubling at $\nu=l+0.3$ avoids all integers: $(10l+3)2^j/10$ is never whole, because 5 does not divide $10l+3$.

**Tolerance.** For high levels of low $l$, with the $S_m$ chosen above, $dD/dE\approx\nu^3/Z^2$, so an error $\delta$ in $\theta_L-\theta_R$ shifts the energy by about $Z^2\delta/(\pi\nu^3)$. That is $\delta/\pi$ of the level spacing and $2\delta/(\pi\nu)$ of $|E|$. For $n$ near $l+1$, $Q(x_m)$ is well below $S_m^2$, the slope of $D$ departs from $\nu^3/Z^2$, and it must be evaluated at the level. It is about half that value already for $n=4$, $l=3$, a fifth of it for $n=30$, $l=29$, and 1.7 times it for $n=31$, $l=29$. At $\nu=6.3$, $l=1$, the norm integrals give $dD/dE=245.5$ hartree$^{-1}$, finite differences agree, and $\nu^3=250$. The tolerance set in an integrator usually controls the error per step; the accumulated $\delta$ is best judged by tightening it once.

**Matching.** Keep $x_m$ and $S_m$ fixed during a search, with $x_m$ in the allowed region. In a forbidden region the count survives, but $D$ becomes a sequence of flat steps and sharp rises, on which root finders are slow.

**Other potentials.** The monotonicity proof used a local, energy-independent potential, through $\partial_EQ=8x^2$. It carries over to a screened atom in a local mean field that is regular enough at the nucleus to keep the same starting behaviour. Levels then no longer sit at integer $\nu$, but still at integer $D$. It does not carry over as it stands to nonlocal exchange or nonlocal pseudopotentials, where $w''$ at one point depends on $w$ elsewhere, nor to equations whose potential depends on energy, unless $\partial_EQ$ is shown to remain positive. In those cases a node count is a guide and not a certificate.

The remaining levels and accuracy checks are in the numerical output below.

## Computed values

```
Worked example: Z = 1, n = 60, l = 3, target D = 56
matching radius r_m = 16.0 bohr, x_m = 4.0 bohr^0.5
matching scale S_m = 2.22556 bohr^-0.5
outer start radius = 9762.2 bohr
Doubling search: nu, E (hartree), D, levels below E
     3.5  -4.081633e-02   -0.21357    0
     7.0  -1.020408e-02    3.00000    4
    14.0  -2.551020e-03   10.00000   11
    28.0  -6.377551e-04   24.00000   25
    56.0  -1.594388e-04   52.00000   53
   112.0  -3.985969e-05  108.00000  108
root-finder evaluations of D = 5
root nu = 60.000000000
theta_left = 3.314921 rad, theta_right = -172.614267 rad
E = -1.3888888889e-04 hartree = -3.779359 meV
relative error against -1/(2 n^2) = -1.6e-12
Other levels: n, l, Z, E (hartree), relative error
    1   0   1  -4.9999999999e-01  -1.0e-11
   12   5   1  -3.4722222222e-03  7.8e-13
   30  29   1  -5.5555555556e-04  2.4e-13
   20   1   2  -5.0000000000e-03  2.2e-12
  100   0   1  -5.0000000000e-05  3.2e-12
Counts for l = 3: nu, by phase, by matrix
    3.7   0   0
    7.4   4   4
   15.6  12  12
   28.3  25  25
   40.5  37  37
Scan nu = 40.5 to 60.5, 9 equally spaced energies, l = 3:
  levels by phase count = 20, sign changes seen = 2
largest phase error against exact functions = 1.4e-10 rad
dD/dE at nu = 6.3, l = 1: integrals 245.54434, differences 245.54435 hartree^-1
max |D-(nu-l-1)|, nu = 40 to 43, l = 3: S_m 0.0099, 10 S_m 0.5657
Phase ripple (rad), l = 3, x from 0.5 to 0.8 of sqrt(2) nu:
  nu = 30.3: local S 0.00711, constant S 0.23684
  nu = 60.3: local S 0.00384, constant S 0.24679
  constant-S amplitude predicted at nu = 60.3: 0.25356 rad
Rate evaluations at tolerance 1e-8, nu = 60.3, l = 3:
  local S in x: 1322, constant S in x: 3362, S = 1 bohr^-1 in r: 18014
  zeros counted up to r = 4654.2 bohr by each run: 50
```
